# The Asaro–Tiller–Grinfeld critical wavelength of a stressed flat surface, part 1

(Sections cited here and not found follow in the second part.)

## Elastic relaxation, surface cost and the critical wavelength

A simulation of a strained film needs a lateral cell length \( L \), and this choice can settle the answer before the run begins. In a periodic cell the longest ripple has wavelength \( L \). If \( L \) is below the critical wavelength derived here, every small ripple along the cell decays, and the film looks stable even though longer ripples would grow on a larger surface. If \( L \) is larger, at least one ripple lowers the energy. The length to compare with is

\[ \lambda_c = \frac{\pi}{1-\nu^2}\, \frac{\gamma E}{\sigma_0^2} , \]

where \( \gamma \) is the surface energy per area, \( E \) Young's modulus, \( \nu \) Poisson's ratio and \( \sigma_0 \) the stress along the ripple's wavevector, which is taken to be a principal direction of the in-plane stress.

### The model and its sign conventions

The solid fills \( y < h(x) \), and nothing varies along \( z \). The surface is

\[ h(x) = a \cos kx , \qquad k = \frac{2\pi}{\lambda} > 0 , \qquad ak \ll 1 . \]

The mean height is zero, so rippling moves material sideways without adding any. Tensile stress is positive. When the surface is flat, the solid carries the uniform stress \( \sigma_{xx} = \sigma_0 \), with \( \sigma_{yy} = \sigma_{xy} = 0 \). A uniform \( \sigma_{zz} \) may also be present, but \( \sigma_{xz} = 0 \) is assumed. A shear \( \sigma_{xz} \) would also load the tilted surface and release more energy: for a uniaxial stress at 45° to the wavevector, the critical wavelength is shorter by the factor \( 1 + 1/(1-\nu) \) than the formula gives with the normal component alone. An equal biaxial stress has \( \sigma_{xz} = 0 \) for every direction.

Displacements \( (u_x, u_y, 0) \) are measured from this flat, stressed state. They are periodic in \( x \) and their strains vanish far below the surface. The absence of \( u_z \) and of any variation along \( z \) is the plane-strain assumption for the change caused by the ripple. It does not require the original film to have zero strain along \( z \).

The solid is isotropic and linearly elastic. The surface energy \( \gamma \) is isotropic and refers to the strained surface. The mechanical surface stress, which measures the work of stretching the surface further, is neglected. A superscript 1 marks the additional stress or strain due to the ripple.

Hooke's law gives \( \varepsilon^1_{zz} = [\sigma^1_{zz} - \nu(\sigma^1_{xx} + \sigma^1_{yy})]/E = 0 \), hence \( \sigma^1_{zz} = \nu(\sigma^1_{xx} + \sigma^1_{yy}) \). Inserting this in the law for \( \varepsilon^1_{xx} \) gives

\[ \varepsilon^1_{xx} = \frac{\sigma^1_{xx} - \nu(\sigma^1_{yy} + \sigma^1_{zz})}{E} = \frac{(1-\nu^2)\sigma^1_{xx} - \nu(1+\nu)\sigma^1_{yy}}{E} . \]

Exchanging \( x \) and \( y \) gives \( \varepsilon^1_{yy} \). The engineering shear strain is \( \gamma^1_{xy} = 2(1+\nu)\sigma^1_{xy}/E \).

### What the tilted surface does to the stress

The outward normal is proportional to \( (-h', 1) \), where a prime means \( d/dx \). The surface is free, so both components of the total traction vanish:

\[ -h'(\sigma_0 + \sigma^1_{xx}) + \sigma^1_{xy} = 0 , \qquad -h'\sigma^1_{xy} + \sigma^1_{yy} = 0 . \]

The additional stresses are of first order in \( a \), so their products with \( h' \) are of second order. Moving the conditions from \( y = h \) to \( y = 0 \) also makes a second-order change, because it multiplies \( h \) by a gradient of the additional stress. To first order, therefore,

\[ \sigma^1_{xy} = \sigma_0 h' = -\sigma_0 a k \sin kx , \qquad \sigma^1_{yy} = 0 \qquad (y = 0) . \]

The original stress cannot pass through the tilted free surface. The shear condition expresses this as a load on a flat one.

Static equilibrium holds identically if the stresses come from an Airy function \( \phi \):

\[ \sigma^1_{xx} = \phi_{yy} , \qquad \sigma^1_{yy} = \phi_{xx} , \qquad \sigma^1_{xy} = -\phi_{xy} . \]

Subscripts on \( \phi \) are derivatives. The strains must also belong to a displacement field, which requires \( \partial_y^2 \varepsilon^1_{xx} + \partial_x^2 \varepsilon^1_{yy} = \partial_x \partial_y \gamma^1_{xy} \). Multiplied by \( E \), this becomes

\[ (1-\nu^2)(\phi_{yyyy} + \phi_{xxxx}) - 2\nu(1+\nu)\phi_{xxyy} = -2(1+\nu)\phi_{xxyy} . \]

Moving the right side to the left gives the mixed coefficient \( 2(1+\nu)(1-\nu) = 2(1-\nu^2) \). The common factor then cancels:

\[ \phi_{xxxx} + 2\phi_{xxyy} + \phi_{yyyy} = 0 . \]

The surface load has period \( \lambda \), so take \( \phi = f(y) \cos kx \). The equation becomes \( (d^2/dy^2 - k^2)^2 f = 0 \). Its solutions that decay into the solid are

\[ f = (A + By) e^{ky} . \]

Since \( \sigma^1_{yy} = -k^2 f \cos kx \) vanishes at the surface, \( A = 0 \). The shear stress is

\[ \sigma^1_{xy} = k f' \sin kx = kB(1+ky)e^{ky} \sin kx , \]

where the prime on \( f \) means \( d/dy \). At \( y = 0 \) it must equal \( -\sigma_0 ak \sin kx \), so \( B = -\sigma_0 a \). Two derivatives of \( f = By e^{ky} \) give \( f'' = Bk(2+ky)e^{ky} \), and hence

\[ \sigma^1_{xx} = -\sigma_0 ak(2+ky)e^{ky} \cos kx . \]

At a crest the total stress is \( \sigma_0(1-2ak) \), and at a trough it is \( \sigma_0(1+2ak) \). Crests are relaxed and troughs are loaded, for tension and compression alike.

This field was tested by minimizing the elastic energy numerically in the rippled domain, without the Airy function. At slope amplitude \( ak = 0.01 \), the amplitude of \( \sigma^1_{xx} \) divided by \( \sigma_0 ak \) was \( -1.9997 \) at the surface and \( -0.3679 \) at \( ky = -1 \). The formula gives \( -2 \) and \( -e^{-1} \).

### The energy of adding material

Per unit length along \( z \), the elastic energy is the minimum over displacements of \( \int w \, dx\, dy \) in the solid. The energy density is

\[ w = w_0 + \sigma_0 \varepsilon^1_{xx} + q(\varepsilon^1) , \]

where \( w_0 \) belongs to the flat state and \( q \) is the positive quadratic strain energy. The original \( \sigma_{zz} \) has no linear term here because \( \varepsilon^1_{zz} = 0 \). This is why it does not affect the result.

Raise the surface by a small \( \delta h(x) \). The energy changes because a strip of solid is added and because the displacements readjust. The readjustment contributes the integral of the total stress times the strain of \( \delta u \). Integrated by parts, that becomes a bulk term containing the divergence of the stress and a surface term containing the traction. Both vanish at equilibrium, so only the strip remains:

\[ \delta U_{\rm el} = \int w(x,h)\, \delta h \, dx . \]

The surface energy is \( \gamma \int \sqrt{1+h'^2}\, dx \). Its variation, after one integration by parts over a period, is

\[ \delta U_{\rm s} = \gamma \int \frac{h'\, \delta h'}{\sqrt{1+h'^2}}\, dx = \int \gamma\kappa\, \delta h\, dx , \qquad \kappa = -\frac{h''}{(1+h'^2)^{3/2}} . \]

With this sign \( \kappa \) is positive at a crest. The energy of adding unit volume at a point of the surface is therefore

\[ \mu = w + \gamma\kappa . \]

The elastic part was tested at the finite slope \( ak = 0.1 \). The numerical derivative of the minimized energy with respect to \( a \), divided by the surface integral of \( w \cos kx \), was 0.999999.

For a shallow ripple, \( \kappa = k^2 a \cos kx \). At the surface \( \sigma^1_{yy} = 0 \), so

\[ \varepsilon^1_{xx} = \frac{1-\nu^2}{E} \sigma^1_{xx} = -\frac{2(1-\nu^2)\sigma_0}{E} ak \cos kx . \]

The quadratic term \( q \) is of second order and drops out of \( \mu \) at first order. This leaves

\[ \mu = w_0 + \left[ \gamma k^2 - \frac{2(1-\nu^2)\sigma_0^2 k}{E} \right] a \cos kx . \]

Surface energy makes it costly to add material at a crest. Elastic relaxation makes it cheaper. The two terms carry different powers of \( k \): curvature grows as \( k^2 \), while the stress change follows the slope and grows as \( k \). Surface energy therefore wins at short wavelengths and elasticity at long ones.

### The energy change and its zero

Increasing the amplitude by \( da \) means \( \delta h = \cos kx\, da \). Let \( \Delta\mathcal{E} \) be the energy change per unit projected area. Averaging \( \mu \cos kx \) over a period removes \( w_0 \), because the mean of \( \cos kx \) is zero, and supplies a factor \( 1/2 \) from the mean of \( \cos^2 kx \):

\[ \frac{d\Delta\mathcal{E}}{da} = \frac{a}{2} \left[ \gamma k^2 - \frac{2(1-\nu^2)\sigma_0^2 k}{E} \right] . \]

Integration from zero amplitude gives

\[ \Delta\mathcal{E} = \frac{a^2}{4} \left[ \gamma k^2 - \frac{2(1-\nu^2)\sigma_0^2 k}{E} \right] . \]

A second route checks the elastic factor. Write the elastic change as \( \ell + Q \), with \( \ell = \int \sigma_0 \varepsilon^1_{xx} \) and \( Q = \int q \). Scaling the displacement by \( 1+\eta \) changes this to \( (1+\eta)\ell + (1+\eta)^2 Q \). At the minimum the derivative at \( \eta = 0 \) vanishes, so \( \ell + 2Q = 0 \) and the energy is \( \ell/2 \). By the divergence theorem,

\[ \frac{\ell}{2} = \frac{\sigma_0}{2} \int \partial_x u_x \, dx\, dy = -\frac{\sigma_0}{2} \int u_x h' \, dx . \]

Integrating the surface strain gives \( u_x = -2(1-\nu^2)\sigma_0 a \sin kx/E \), while \( h' = -ak \sin kx \). Their product has the mean \( (1-\nu^2)\sigma_0 k a^2/E \). The elastic change per area is thus \( -(1-\nu^2)\sigma_0^2 k a^2/(2E) \), as before.

The bracket in \( \Delta\mathcal{E} \) vanishes at

\[ k_c = \frac{2(1-\nu^2)\sigma_0^2}{\gamma E} , \qquad \lambda_c = \frac{2\pi}{k_c} = \frac{\pi\gamma E}{(1-\nu^2)\sigma_0^2} . \]

With \( k_c \) the energy takes the compact form

\[ \Delta\mathcal{E} = \frac{\gamma}{4} k(k-k_c)a^2 . \]

It is negative for \( 0 < k < k_c \), that is, for \( \lambda > \lambda_c \). A small surface profile made of several Fourier modes has an energy equal to the sum of their separate energies, because products of different modes average to zero in a laterally uniform body. The criterion can therefore be applied mode by mode.

The critical wavelength was also found as the zero of the numerically computed total energy at \( ak = 0.01 \). The inputs \( (E, \nu, \sigma_0, \gamma) \) were (123.5 GPa, 0.2768, −1.790 GPa, 1.2 J/m²), (60 GPa, 0.1, 0.5 GPa, 2.0 J/m²) and (200 GPa, 0.4, 3.0 GPa, 0.7 J/m²). In each case the result differed from the formula by \( 5.7 \times 10^{-5} \) of the formula's value. This is of the size \( (ak)^2 = 10^{-4} \) expected of the neglected terms. The last digit is limited by the numerical basis; the converged difference is \( 0.56(ak)^2 = 5.6 \times 10^{-5} \).

### Stress, strain and the limits of the criterion

The scaling \( \gamma E/\sigma_0^2 \) holds \( \sigma_0 \) fixed when \( E \) is varied. A stiffer solid under the same stress stores and releases less elastic energy, so \( \lambda_c \) rises. A coherent film usually has a fixed strain instead. For an equal in-plane misfit strain \( \varepsilon_m \) in both directions, \( \sigma_0 = E\varepsilon_m/(1-\nu) \). Substitution, with \( 1-\nu^2 = (1-\nu)(1+\nu) \), gives

\[ \lambda_c = \frac{\pi\gamma(1-\nu)}{(1+\nu)E\varepsilon_m^2} . \]

At fixed strain a stiffer film has a shorter critical wavelength. Code that accepts both stress and strain as input must not mix the two forms.

As \( \sigma_0 \) tends to zero, \( \lambda_c \) tends to infinity. In this model an unbounded surface has no stress threshold, since some ripple is long enough to be unstable. A finite cell does have one: setting \( \lambda_c = L \) gives \( |\sigma_0| = \sqrt{\pi\gamma E/[(1-\nu^2)L]} \).

Gravity restores a threshold in principle. For mass density \( \rho \) and gravitational acceleration \( g \), the mean of \( \rho g h^2/2 \) adds \( \rho g a^2/4 \) to \( \Delta\mathcal{E} \). The bracket becomes \( \gamma k^2 - \gamma k_c k + \rho g \), whose minimum, at \( k = k_c/2 \), is \( \rho g - \gamma k_c^2/4 \). Instability then needs \( \rho g/(\gamma k_c^2) < 1/4 \).

The formula also serves a coherent film whose substrate has the same elastic constants. The linear load \( \sigma_0 \varepsilon^1_{xx} \) then acts in the film alone. Extending it into the substrate changes nothing, because \( \int \partial_x u_x \, dx \) vanishes along each full period below a flat interface. The film thickness therefore drops out, provided that the troughs stay inside the film and \( \gamma \) does not depend on thickness.

## Growth rate, crystal corrections and a silicon–germanium film

The symbols carried over are the ripple amplitude \( a \), wavenumber \( k = 2\pi/\lambda \), surface energy \( \gamma \), stress \( \sigma_0 \), Young's modulus \( E \) and Poisson ratio \( \nu \). For a shallow ripple \( h = a \cos kx \) on a deep isotropic solid, the results needed are

\[ k_c = \frac{2(1-\nu^2)\sigma_0^2}{\gamma E} , \qquad \lambda_c = \frac{2\pi}{k_c} , \qquad \Delta\mathcal{E} = \frac{\gamma}{4}k(k-k_c)a^2 , \]

\[ \mu = w_0 + \gamma k(k-k_c)a \cos kx . \]

Here \( \Delta\mathcal{E} \) is the energy change per projected area and \( \mu \) is the energy of adding unit volume at the surface. The flat-state energy density \( w_0 \) is uniform.

For a shallow ripple on a stressed isotropic solid, this part has derived the energy change and the critical wavelength \( \lambda_c \), above which the ripple lowers the energy. What remains is to find which ripple grows fastest, to correct the result for crystal elasticity and other effects, and to apply it to a silicon–germanium film.
